**One-loop vacuum polarization: closed form in three momentum regions**

The program tests F = −8/9 + v²/3 + [v(3−v²)/6] Ln[(v+1)/(v−1)], where F = πΠ/α, v² = 1 − 4m²/q², m is the fermion mass and Π(0) = 0. It asserts agreement with numerical quadrature of the Feynman-parameter integral at selected spacelike, below-threshold, above-threshold and complex momenta. The parameter integral is itself compared with differences of the four-dimensional Euclidean loop integral. Further assertions cover continuation of the logarithm along paths on either side of v = 1, the origin of the imaginary part, a dispersion integral, and the small-momentum, threshold and large-momentum expansions. The output gives F = 0.07824 at v = 2, −0.17502 at v = i, and −0.55379 − 0.71995i at v = 1/2 on the upper side of the cut. For the electron loop alone at a spacelike momentum of 1 GeV, the inverse coupling changes from 137.04 to 135.60.

## Program and output

```python
"""One-loop QED vacuum polarization in closed form.

Result under test, with F = pi*Pi/alpha, Pi(0) = 0, s = q^2/m^2 and
v^2 = 1 - 4/s:
    F = -8/9 + v^2/3 + v(3-v^2)/6 * Ln[(v+1)/(v-1)]
on the s plane cut along [4, infinity), principal logarithm.
Below threshold v = i*w with w = sqrt(4/s - 1).  Above threshold the
physical value is the limit s + i0.  The metric is (+,-,-,-), and the
effective coupling is alpha/(1 - Pi).  The definition used for comparison is
    F = 2 * integral_0^1 x(1-x) ln[1 - x(1-x)s] dx,
which is itself compared with the Euclidean loop-momentum integral.
"""
import math
import numpy as np
import mpmath as mp
from scipy.integrate import quad
from scipy import constants

mp.mp.dps = 20
EPS = mp.mpf("1e-12")


def parameter_integral(s):
    """F by quadrature of the Feynman-parameter definition."""
    s = mp.mpc(s)
    points = [mp.mpf(0), mp.mpf("0.5"), mp.mpf(1)]
    if s.real > 4:
        root = mp.sqrt(1 - 4 / s.real)
        points = [0, (1 - root) / 2, mp.mpf("0.5"), (1 + root) / 2, 1]
    value = mp.quad(
        lambda x: x * (1 - x) * mp.log(1 - s * x * (1 - x)), points)
    return complex(2 * value)


def assemble(v, logarithm):
    return -8 / 9 + v**2 / 3 + v * (3 - v**2) / 6 * logarithm


def spacelike(v):
    return assemble(v, math.log((v + 1) / (v - 1)))


def below(w):
    return -8 / 9 - w**2 / 3 + w * (3 + w**2) / 3 * math.atan(1 / w)


def above(v):
    return assemble(v, math.log((1 + v) / (1 - v)) - 1j * math.pi)


def s_from_v2(v_squared):
    return 4 / (1 - v_squared)


# Loop integral with momenta l-q/2 and l+q/2, in units m = 1.
# The tensor projection removes the metric term; a difference between two
# momenta removes the remaining constant ultraviolet divergence.
nodes, weights = np.polynomial.legendre.leggauss(100)
t = (nodes + 1) / 2
radius = (t / (1 - t))[:, None]
radial_weight = weights / 2 / (1 - t)**2
n_angle = 60
theta = np.arange(1, n_angle + 1) * np.pi / (n_angle + 1)
cosine = np.cos(theta)[None, :]
angle_weight = np.pi / (n_angle + 1) * np.sin(theta)**2


def loop_integrand(Q2):
    numerator = radius**2 * (1 - 4 * cosine**2) + 0.75 * Q2
    denominator = ((radius**2 + Q2 / 4 + 1)**2
                   - radius**2 * Q2 * cosine**2)
    angular = (numerator / denominator) @ angle_weight
    return -8 / (3 * np.pi * Q2) * radius[:, 0]**3 * angular


loop_rows = []
for Q2 in (5.0, 20.0):
    difference = loop_integrand(Q2) - loop_integrand(1.0)
    from_loop = float(radial_weight @ difference)
    from_parameter = (parameter_integral(-Q2)
                      - parameter_integral(-1)).real
    assert abs(from_loop - from_parameter) < 1e-6
    loop_rows.append((Q2, from_loop, from_parameter))

# Three real-axis forms against the parameter definition.
for v in (1.05, 1.5, 2.0, 4.0):
    assert abs(spacelike(v) - parameter_integral(s_from_v2(v**2))) < 1e-10
for w in (0.1, 0.5, 1.0, 3.0):
    assert abs(below(w) - parameter_integral(s_from_v2(-w**2))) < 1e-10
for v in (0.1, 0.5, 0.9):
    s = s_from_v2(v**2)
    assert abs(above(v) - parameter_integral(mp.mpc(s, EPS))) < 1e-8

# Complex momenta, both square roots, and the integral left by parts.
# That integral has a pole at u = v, which can lie close to the path;
# splitting the path beside the pole makes the nodes cluster there.
for s in (3 + 2j, 8 - 5j, -4 + 1j, 12 + 0.5j):
    reference = parameter_integral(s)
    root = complex(mp.sqrt(1 - 4 / mp.mpc(s)))
    for v in (root, -root):
        value = assemble(v, complex(mp.log((v + 1) / (v - 1))))
        assert abs(value - reference) < 1e-10
    split = root.real if root.real < 1 else 0.5
    rational = -mp.quad(
        lambda u: (u**2 - u**4 / 3) / (u**2 - root**2), [0, split, 1])
    assert abs(complex(rational) - reference) < 1e-10


def continued_log(start, waypoint, end):
    """Continue the logarithm by integrating its derivative along a path."""
    total = mp.log((mp.mpf(start) + 1) / (mp.mpf(start) - 1))
    for a, b in ((start, waypoint), (waypoint, end)):
        a, b = mp.mpc(a), mp.mpc(b)
        total += mp.quad(
            lambda r: -2 * (b - a) / ((a + r * (b - a))**2 - 1), [0, 1])
    return complex(total)


log_below = continued_log(2, 1 + 1j, 1j)
log_upper = continued_log(2, 1 + 1j, 0.5)
log_lower = continued_log(2, 1 - 1j, 0.5)
s_above = s_from_v2(0.25)
assert abs(assemble(1j, log_below) - parameter_integral(2)) < 1e-10
assert abs(assemble(0.5, log_upper)
           - parameter_integral(mp.mpc(s_above, EPS))) < 1e-8
assert abs(assemble(0.5, log_lower)
           - parameter_integral(mp.mpc(s_above, -EPS))) < 1e-8

# The imaginary part comes from the parameter interval with Delta < 0.
x_low, x_high = (1 - 0.5) / 2, (1 + 0.5) / 2
interval = quad(lambda x: x * (1 - x), x_low, x_high)[0]
assert abs(-2 * math.pi * interval - above(0.5).imag) < 1e-12


def dispersion(s):
    def integrand(mass2):
        velocity = math.sqrt(1 - 4 / mass2)
        return above(velocity).imag / (mass2 * (mass2 - s))
    # Beyond the split the variable is inverted, y = 1/mass2.
    def tail(y):
        velocity = math.sqrt(1 - 4 * y)
        imaginary = -math.pi * velocity * (3 - velocity**2) / 6
        return imaginary / (1 - s * y)
    near = quad(integrand, 4, 20, epsabs=1e-11, limit=200)[0]
    far = quad(tail, 0, 1 / 20, epsabs=1e-11)[0]
    return s / math.pi * (near + far)


s_space = s_from_v2(4.0)
disp_space, disp_below = dispersion(s_space), dispersion(2.0)
assert abs(disp_space - parameter_integral(s_space)) < 1e-7
assert abs(disp_below - parameter_integral(2)) < 1e-7

# Small momentum, threshold and large momentum expansions.
for s in (-0.01, 0.01):
    assert abs(parameter_integral(s) + s / 15 + s**2 / 140) < 2e-9
small = 0.01
threshold_below = parameter_integral(s_from_v2(-small**2))
threshold_above = parameter_integral(mp.mpc(s_from_v2(small**2), EPS))
assert abs(threshold_below - (-8 / 9 + math.pi * small / 2
                              - 4 * small**2 / 3)) < 2e-6
assert abs(threshold_above - (-8 / 9 - 1j * math.pi * small / 2
                              + 4 * small**2 / 3)) < 2e-6
for s, phase in ((-1e4, 0), (1e4, -1j * math.pi)):
    argument = mp.mpc(s, EPS) if s > 0 else s
    expansion = (math.log(abs(s)) + phase - 5 / 3) / 3 - 2 / s
    assert abs(parameter_integral(argument) - expansion) < 1e-6

# Worked electron-loop example.
alpha = constants.fine_structure
mass = constants.physical_constants[
    "electron mass energy equivalent in MeV"][0]
F_space, F_below, F_above = spacelike(2.0), below(1.0), above(0.5)
quad_space = parameter_integral(s_space).real
quad_below = parameter_integral(2).real
quad_above = parameter_integral(mp.mpc(s_above, EPS))
factor = alpha / math.pi
Q_high = 1000.0
s_high = -(Q_high / mass)**2
v_high = math.sqrt(1 - 4 / s_high)
F_high = spacelike(v_high)
F_high_log = (math.log(-s_high) - 5 / 3) / 3
assert abs(F_high - parameter_integral(s_high).real) < 1e-7

print(f"alpha = {alpha:.10f} (dimensionless)")
print(f"1/alpha = {1/alpha:.6f} (dimensionless)")
print(f"electron mass energy = {mass:.8f} MeV")
print("F = pi Pi/alpha; all F and Pi values are dimensionless")
for Q2, loop, parameter in loop_rows:
    print(f"F(-{Q2:g} m^2)-F(-m^2): loop {loop:.8f},"
          f" parameter {parameter:.8f}")
print(f"SPACELIKE: v = 2, q^2/m^2 = {s_space:.8f}")
print(f"  sqrt(-q^2) = {mass*math.sqrt(-s_space):.6f} MeV")
print(f"  ln[(v+1)/(v-1)] = {math.log(3):.8f}")
print(f"  F closed = {F_space:.8f}, quadrature = {quad_space:.8f}")
print(f"  F from dispersion integral = {disp_space:.8f}")
print(f"  Pi = {factor*F_space:.8e}")
print(f"BELOW: w = 1, q^2/m^2 = {s_from_v2(-1.0):.8f}")
print(f"  sqrt(q^2) = {mass*math.sqrt(2):.6f} MeV")
print(f"  arctan(1/w) = {math.atan(1):.8f} rad")
print(f"  continued log = {log_below.real:.8f} {log_below.imag:+.8f} i")
print(f"  F closed = {F_below:.8f}, quadrature = {quad_below:.8f}")
print(f"  F from dispersion integral = {disp_below:.8f}")
print(f"  Pi = {factor*F_below:.8e}")
print(f"ABOVE: v = 0.5, q^2/m^2 = {s_above:.8f}, side q^2+i0")
print(f"  sqrt(q^2) = {mass*math.sqrt(s_above):.6f} MeV")
print(f"  Delta < 0 for {x_low:.4f} < x < {x_high:.4f}")
print(f"  integral of x(1-x) there = {interval:.8f}")
print(f"  log, upper path = {log_upper.real:.8f} {log_upper.imag:+.8f} i")
print(f"  log, lower path = {log_lower.real:.8f} {log_lower.imag:+.8f} i")
print(f"  F closed = {F_above.real:.8f} {F_above.imag:+.8f} i")
print(f"  F quadrature = {quad_above.real:.8f} {quad_above.imag:+.8f} i")
print(f"  Re Pi = {factor*F_above.real:.8e}")
print(f"  Im Pi = {factor*F_above.imag:.8e}")
print(f"THRESHOLD: F = {above(0.0).real:.8f}")
print(f"  Pi = {factor*above(0.0).real:.8e}")
print(f"  F quadrature at w = {small:g}: {threshold_below.real:.8f}")
print(f"  F quadrature at v = {small:g}: {threshold_above.real:.8f}"
      f" {threshold_above.imag:+.8f} i")
print(f"HIGH SPACELIKE: Q = {Q_high:.1f} MeV, electron loop only")
print(f"  -q^2/m^2 = {-s_high:.6e}, v-1 = {v_high-1:.6e}")
print(f"  F closed = {F_high:.6f}, leading log form = {F_high_log:.6f}")
print(f"  Pi = {factor*F_high:.8f}")
print(f"  1/alpha_eff = {(1-factor*F_high)/alpha:.6f} (dimensionless)")
print("PASS")
```

It prints:

```
alpha = 0.0072973526 (dimensionless)
1/alpha = 137.035999 (dimensionless)
electron mass energy = 0.51099895 MeV
F = pi Pi/alpha; all F and Pi values are dimensionless
F(-5 m^2)-F(-m^2): loop 0.16717230, parameter 0.16717230
F(-20 m^2)-F(-m^2): loop 0.46582067, parameter 0.46582067
SPACELIKE: v = 2, q^2/m^2 = -1.33333333
  sqrt(-q^2) = 0.590051 MeV
  ln[(v+1)/(v-1)] = 1.09861229
  F closed = 0.07824035, quadrature = 0.07824035
  F from dispersion integral = 0.07824035
  Pi = 1.81738204e-04
BELOW: w = 1, q^2/m^2 = 2.00000000
  sqrt(q^2) = 0.722662 MeV
  arctan(1/w) = 0.78539816 rad
  continued log = 0.00000000 -1.57079633 i
  F closed = -0.17502467, quadrature = -0.17502467
  F from dispersion integral = -0.17502467
  Pi = -4.06550713e-04
ABOVE: v = 0.5, q^2/m^2 = 5.33333333, side q^2+i0
  sqrt(q^2) = 1.180102 MeV
  Delta < 0 for 0.2500 < x < 0.7500
  integral of x(1-x) there = 0.11458333
  log, upper path = 1.09861229 -3.14159265 i
  log, lower path = 1.09861229 +3.14159265 i
  F closed = -0.55379024 -0.71994832 i
  F quadrature = -0.55379024 -0.71994832 i
  Re Pi = -1.28635475e-03
  Im Pi = -1.67230996e-03
THRESHOLD: F = -0.88888889
  Pi = -2.06472841e-03
  F quadrature at w = 0.01: -0.87331374
  F quadrature at v = 0.01: -0.88875556 -0.01570744 i
HIGH SPACELIKE: Q = 1000.0 MeV, electron loop only
  -q^2/m^2 = 3.829658e+06, v-1 = 5.222397e-07
  F closed = 4.497207, leading log form = 4.497206
  Pi = 0.01044620
  1/alpha_eff = 135.604494 (dimensionless)
PASS
```
